# Short-range singlet-triplet splitting of a Wannier exciton: a numerical check

```python
"""
Result under test: the short-range singlet-triplet splitting of a Wannier exciton,
    splitting = 2 * J * Omega * |F(0)|^2 = 2 * J * Omega / (pi * a^3)  for a 1s envelope.
J      cell exchange integral of the transition density w_c*w_v, without its G=0 term
J0     same-cell Coulomb integral of that density;  d  its dipole moment
Omega  cell volume A^3 of a simple cubic lattice;   F  envelope with unit norm
a      exciton radius eps/mu;   t = 1/(2 mu A^2)  hopping of the relative motion
U      pair amplitude on lattice sites, U = sqrt(Omega) F
W      lattice Green's function at the origin, in units of 1/t
Hartree atomic units; the lattice exciton problem is solved in units of t and A.
"""
import numpy as np
from scipy import constants, integrate, special
from scipy import sparse
from scipy.sparse.linalg import eigsh, spsolve
from pyscf import gto

rng = np.random.default_rng(7)
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]

# ---------- Spin factor: full Fock space, 2 valence and 2 conduction orbitals ----------
n_orb, n_modes = 4, 8
lower = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sparse.csr_matrix([[1.0, 0.0], [0.0, -1.0]])


def annihilator(mode):
    op = sparse.identity(1, format="csr")
    for m in range(n_modes):
        factor = parity if m < mode else lower if m == mode else sparse.identity(2)
        op = sparse.kron(op, factor, format="csr")
    return op


ann = [annihilator(m) for m in range(n_modes)]      # mode = 2*orbital + spin
exc = [[sum(ann[2 * p + s].T @ ann[2 * q + s] for s in (0, 1))
        for q in range(n_orb)] for p in range(n_orb)]
factors = rng.normal(size=(6, n_orb, n_orb))
factors = factors + factors.transpose(0, 2, 1)
eri_random = np.einsum("lpq,lrs->pqrs", factors, factors)
one_body = rng.normal(size=(n_orb, n_orb))
one_body = one_body + one_body.T
one_eff = one_body - 0.5 * np.einsum("pqqs->ps", eri_random)


def summed(coef):
    return sum(coef[p, q] * exc[p][q] for p in range(n_orb) for q in range(n_orb))


fock_h = summed(one_eff)
for mat in factors:
    op = summed(mat)
    fock_h = fock_h + 0.5 * (op @ op)
closed_shell = np.zeros(2 ** n_modes)
closed_shell[0] = 1.0
for m in range(4):
    closed_shell = ann[m].T @ closed_shell
pairs = [(c, v) for c in (2, 3) for v in (0, 1)]
singlets = np.array([exc[c][v] @ closed_shell for c, v in pairs]) / np.sqrt(2)
triplets = np.array([ann[2 * c].T @ (ann[2 * v + 1] @ closed_shell) for c, v in pairs])
difference = singlets @ (fock_h @ singlets.T) - triplets @ (fock_h @ triplets.T)
twice_exchange = np.array([[2 * eri_random[c, v, c2, v2] for c2, v2 in pairs]
                           for c, v in pairs])
spin_error = np.abs(difference - twice_exchange).max()
assert spin_error < 1e-9

# ---------- Cell exchange integral for Gaussian Wannier functions ----------
A, alpha, mu, eps = 8.0, 0.5, 0.02, 5.0
omega = A ** 3
mol = gto.M(atom=[["He", (0, 0, 0)], ["He", (A, 0, 0)]], unit="Bohr", verbose=0,
            basis={"He": [[0, [alpha, 1.0]], [1, [alpha, 1.0]]]})
eri = mol.intor("int2e").reshape(8, 8, 8, 8)         # per site: s, px, py, pz
J0 = eri[0, 1, 0, 1]
d = abs(mol.intor("int1e_r")[0][0, 1])
assert abs(J0 - np.sqrt(alpha / np.pi) / 3) < 1e-9
assert abs(d - 1 / (2 * np.sqrt(alpha))) < 1e-9
# exchange between neighbouring cells is that of point dipoles
j_parallel, j_perp = eri[0, 1, 4, 5], eri[0, 2, 4, 6]
assert abs(j_parallel / (-2 * d ** 2 / A ** 3) - 1) < 1e-6
assert abs(j_perp / (d ** 2 / A ** 3) - 1) < 1e-6
# electron and hole in different cells: exchange coupling to the same-cell pair
intersite = max(abs(eri[0, 1, 0, 5]), abs(eri[0, 1, 1, 4])) / J0
assert intersite < 1e-4

# J from its definition: Fourier components of the density in one cell, G=0 left out
n_grid = 32
axis = (np.arange(n_grid) - n_grid // 2) * A / n_grid
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij")
s_orbital = (2 * alpha / np.pi) ** 0.75 * np.exp(-alpha * (X ** 2 + Y ** 2 + Z ** 2))
p_orbital = 2 * np.sqrt(alpha) * X * s_orbital
rho_G = np.fft.fftn(s_orbital * p_orbital) * (A / n_grid) ** 3
g_axis = 2 * np.pi * np.fft.fftfreq(n_grid, d=A / n_grid)
GX, GY, GZ = np.meshgrid(g_axis, g_axis, g_axis, indexing="ij")
G2 = GX ** 2 + GY ** 2 + GZ ** 2
G2[0, 0, 0] = np.inf
J = np.sum(4 * np.pi * np.abs(rho_G) ** 2 / G2) / omega
local_term = 4 * np.pi * d ** 2 / (3 * omega)
assert abs(J / (J0 - local_term) - 1) < 1e-5

# direction-dependent sum over distant cells, in units d^2/Omega; Gaussian damping
# of width 14 cells at |Q|A = 0.6 lowers the result by about 3/(0.6*14)^2 = 4 percent
cells = np.arange(-56, 57, dtype=float)
RX, RY, RZ = np.meshgrid(cells, cells, cells, indexing="ij", sparse=True)
R2 = RX ** 2 + RY ** 2 + RZ ** 2
R2[56, 56, 56] = np.inf
dipole = (1 - 3 * RX ** 2 / R2) / R2 ** 1.5 * np.exp(-R2 / (2 * 14.0 ** 2))
sum_long = np.sum(dipole * np.cos(0.6 * RX))
sum_trans = np.sum(dipole * np.cos(0.6 * RZ))
assert abs(sum_long / (8 * np.pi / 3) - 1) < 0.08
assert abs(sum_trans / (-4 * np.pi / 3) - 1) < 0.08

# ---------- Electron-hole relative motion on the lattice ----------
# Same-cell value of 1/r that makes lattice sums of f/r match the integral (Ewald)
m_axis = np.arange(-4, 5)
m2 = (m_axis[:, None, None] ** 2 + m_axis[None, :, None] ** 2
      + m_axis[None, None, :] ** 2).ravel().astype(float)
m2 = m2[m2 > 0]
onsite = 3 - np.sum(special.erfc(np.sqrt(np.pi * m2)) / np.sqrt(m2)
                    + np.exp(-np.pi * m2) / (np.pi * m2))


def pair_hamiltonian(strength, half_width):
    """Hopping minus strength/r in the fully symmetric space of the cubic group."""
    grid = np.indices((half_width + 1,) * 3).reshape(3, -1).T
    sites = grid[(grid[:, 0] >= grid[:, 1]) & (grid[:, 1] >= grid[:, 2])]
    size = len(sites)
    index = np.full((half_width + 1,) * 3, -1)
    index[tuple(sites.T)] = np.arange(size)
    equal = ((sites[:, 0] == sites[:, 1]).astype(int)
             + (sites[:, 1] == sites[:, 2]).astype(int))
    weight = 2.0 ** (sites > 0).sum(axis=1) * np.array([6.0, 3.0, 1.0])[equal]
    radius = np.sqrt((sites ** 2).sum(axis=1))
    inverse_r = np.full(size, onsite)
    inverse_r[1:] = 1 / radius[1:]
    ham = sparse.diags(6.0 - strength * inverse_r, format="csr")
    for direction in range(3):
        for step in (-1, 1):
            near = sites.copy()
            near[:, direction] += step
            near = -np.sort(-np.abs(near), axis=1)
            start = np.nonzero(near[:, 0] <= half_width)[0]
            end = index[tuple(near[start].T)]
            hop = -np.sqrt(weight[start] / weight[end])
            ham = ham + sparse.csr_matrix((hop, (end, start)), shape=(size, size))
    return ham.tocsr(), radius, weight


def with_exchange(ham, exchange):
    return (ham + sparse.csr_matrix(([2 * exchange], ([0], [0])), shape=ham.shape)).tocsr()


def ground_state(ham, guess):
    value, vector = eigsh(ham, k=1, which="SA", v0=guess, ncv=40, tol=1e-9)
    return value[0], vector[:, 0]


t = 1 / (2 * mu * A ** 2)
J_over_t = J / t
J_weak = 5e-4

# exact rank-one identity, checked with a complete dense spectrum
small, _, _ = pair_hamiltonian(2 / 3, 14)
levels, states = np.linalg.eigh(small.toarray())
singlet_level = np.linalg.eigvalsh(with_exchange(small, J_over_t).toarray())[0]
response = np.sum(states[0, 1:] ** 2 / (levels[1:] - singlet_level))
identity = 2 * J_over_t * states[0, 0] ** 2 / (1 + 2 * J_over_t * response)
assert abs((singlet_level - levels[0]) / identity - 1) < 1e-8

# lattice Green's function at the origin: integral against extrapolated finite boxes
W = integrate.quad(lambda s: special.ive(0, 2 * s) ** 3, 0, np.inf, limit=300)[0]
box_values = []
for half in (11, 23):
    free, _, _ = pair_hamiltonian(0.0, half)
    source = np.zeros(free.shape[0])
    source[0] = 1.0
    box_values.append(spsolve(free.tocsc(), source)[0])
W_box = 2 * box_values[1] - box_values[0]
assert abs(W_box / W - 1) < 5e-3

radii = [3, 5, 7]
weak_splitting, envelope_ratio, full_ratio = [], [], []
for n in radii:
    ham, radius, weight = pair_hamiltonian(2 / n, 7 * n)
    e_trip, u_trip = ground_state(ham, np.sqrt(weight) * np.exp(-radius / n))
    e_weak, _ = ground_state(with_exchange(ham, J_weak), u_trip)
    e_full, _ = ground_state(with_exchange(ham, J_over_t), u_trip)
    same_cell = u_trip[0] ** 2
    weak_splitting.append(e_weak - e_trip)
    envelope_ratio.append((e_weak - e_trip) / (2 * J_weak / (np.pi * n ** 3)))
    full_ratio.append((e_full - e_trip) / (2 * J_over_t * same_cell))
    assert abs((e_weak - e_trip) / (2 * J_weak * same_cell) - 1) < 2e-3
exponent = np.log(weak_splitting[2] / weak_splitting[1]) / np.log(radii[2] / radii[1])
limit_ratio = 1 / (1 + 2 * J_over_t * W)
# tolerances allow for the finite ratio of lattice constant to exciton radius
assert abs(envelope_ratio[-1] - 1) < 0.08
assert abs(exponent + 3) < 0.15
assert full_ratio[0] < full_ratio[1] < full_ratio[2] < limit_ratio

# ---------- Worked example ----------
a = eps / mu
density0 = 1 / (np.pi * a ** 3)
splitting = 2 * J * omega * density0
long_shift = 8 * np.pi * d ** 2 * density0
splitting_2eps = 2 * J * omega / (np.pi * (2 * eps / mu) ** 3)
micro = hartree_ev * 1e6

print("TESTS OF THE STEPS")
print(f"singlet minus triplet matrix vs 2K, max error: {spin_error:.1e} hartree")
print(f"neighbour exchange, dipoles along the bond: {j_parallel:.6e} hartree")
print(f"neighbour exchange, dipoles across the bond: {j_perp:.6e} hartree")
print(f"largest intersite exchange coupling / J0: {intersite:.1e}")
print(f"damped dipole sum, Q along d: {sum_long:.3f} d^2/Omega")
print(f"  limit 8 pi/3: {8 * np.pi / 3:.3f} d^2/Omega")
print(f"damped dipole sum, Q across d: {sum_trans:.3f} d^2/Omega")
print(f"  limit -4 pi/3: {-4 * np.pi / 3:.3f} d^2/Omega")
print("LATTICE EXCITONS")
print(f"same-cell value of 1/r: {onsite:.4f} 1/A")
print(f"weak exchange used: J/t = {J_weak:.1e}")
for n, w, r, f in zip(radii, weak_splitting, envelope_ratio, full_ratio):
    print(f"a/A = {n}: weak-exchange splitting {w:.4e} t")
    print(f"  divided by 2J Omega/(pi a^3): {r:.4f}")
    print(f"  example J/t, exact / first order: {f:.4f}")
print(f"exponent of a between a/A = 5 and 7: {exponent:.3f}")
print(f"W from integral: {W:.5f}, from boxes: {W_box:.5f} (units 1/t)")
print(f"exact / first order for a -> infinity: {limit_ratio:.4f}")
print("WORKED EXAMPLE")
print(f"lattice constant A: {A:.1f} bohr, cell volume: {omega:.1f} bohr^3")
print(f"Gaussian exponent: {alpha:.2f} bohr^-2")
print(f"reduced mass: {mu:.3f} m_e, dielectric constant: {eps:.1f}")
print(f"exciton radius a: {a:.1f} bohr = {a / A:.2f} A")
print(f"exciton binding energy: {mu / (2 * eps ** 2):.3e} hartree")
print(f"transition dipole d: {d:.5f} e bohr")
print(f"same-cell integral J0: {J0:.6f} hartree")
print(f"term 4 pi d^2/(3 Omega): {local_term:.6f} hartree")
print(f"cell exchange integral J: {J:.6f} hartree")
print(f"|F(0)|^2: {density0:.4e} bohr^-3")
print(f"same-cell probability Omega |F(0)|^2: {omega * density0:.4e}")
print(f"splitting: {splitting:.4e} hartree = {splitting * micro:.2f} micro-eV")
print(f"splitting with J0 in place of J: {2 * J0 * omega * density0:.4e} hartree")
print(f"extra longitudinal shift: {long_shift:.4e} hartree")
print(f"splitting with doubled eps: {splitting_2eps:.4e} hartree")
print(f"hopping t: {t:.5f} hartree, J/t: {J_over_t:.4f}")
print(f"splitting times ratio at a/A = 7: {splitting * full_ratio[-1]:.4e} hartree")
print(f"splitting times ratio at a -> infinity: {splitting * limit_ratio:.4e} hartree")
print("all good")
```

Running it gives:

```
TESTS OF THE STEPS
singlet minus triplet matrix vs 2K, max error: 1.7e-14 hartree
neighbour exchange, dipoles along the bond: -1.953125e-03 hartree
neighbour exchange, dipoles across the bond: 9.765625e-04 hartree
largest intersite exchange coupling / J0: 2.2e-07
damped dipole sum, Q along d: 8.141 d^2/Omega
  limit 8 pi/3: 8.378 d^2/Omega
damped dipole sum, Q across d: -4.071 d^2/Omega
  limit -4 pi/3: -4.189 d^2/Omega
LATTICE EXCITONS
same-cell value of 1/r: 2.8373 1/A
weak exchange used: J/t = 5.0e-04
a/A = 3: weak-exchange splitting 1.4779e-05 t
  divided by 2J Omega/(pi a^3): 1.2536
  example J/t, exact / first order: 0.7674
a/A = 5: weak-exchange splitting 2.8127e-06 t
  divided by 2J Omega/(pi a^3): 1.1045
  example J/t, exact / first order: 0.7957
a/A = 7: weak-exchange splitting 9.8402e-07 t
  divided by 2J Omega/(pi a^3): 1.0603
  example J/t, exact / first order: 0.8098
exponent of a between a/A = 5 and 7: -3.121
W from integral: 0.25273, from boxes: 0.25274 (units 1/t)
exact / first order for a -> infinity: 0.8571
WORKED EXAMPLE
lattice constant A: 8.0 bohr, cell volume: 512.0 bohr^3
Gaussian exponent: 0.50 bohr^-2
reduced mass: 0.020 m_e, dielectric constant: 5.0
exciton radius a: 250.0 bohr = 31.25 A
exciton binding energy: 4.000e-04 hartree
transition dipole d: 0.70711 e bohr
same-cell integral J0: 0.132981 hartree
term 4 pi d^2/(3 Omega): 0.004091 hartree
cell exchange integral J: 0.128890 hartree
|F(0)|^2: 2.0372e-08 bohr^-3
same-cell probability Omega |F(0)|^2: 1.0430e-05
splitting: 2.6887e-06 hartree = 73.16 micro-eV
splitting with J0 in place of J: 2.7741e-06 hartree
extra longitudinal shift: 2.5600e-07 hartree
splitting with doubled eps: 3.3609e-07 hartree
hopping t: 0.39062 hartree, J/t: 0.3300
splitting times ratio at a/A = 7: 2.1774e-06 hartree
splitting times ratio at a -> infinity: 2.3044e-06 hartree
all good
```
